\section*{Seeded lateral epitaxy: success probability in ending and long strips}

A crystalline front starts from a seed at one end of an amorphous film strip of width $w$ and thickness $h$ and moves along it with constant speed $v$. Crystal nuclei form at random in the amorphous material ahead, at a rate $I$ per unit volume and time, and their grains grow with speed $u$. If the strip ends at the distance $L$ from the seed, the front crosses it without meeting a nucleus with probability
\begin{equation}
P_{\rm end}=e^{-N},\qquad N=\frac{I h w L^2}{2v}.
\label{end}
\end{equation}
If the strip continues well beyond $L$, the probability of reaching $L$ unblocked is smaller,
\begin{equation}
P_{\rm long}=\exp\!\left[-\left(1+\frac{u}{v}\right)N\right],
\label{long}
\end{equation}
because grains born beyond $L$ grow back towards the seed and can stop the front before it arrives. For the long strip, $e^{-N}$ keeps a narrower meaning: it is the probability that the front would reach $L$ if nuclei formed only inside $L$.

The assumptions are these. The anneal is isothermal, so $I$, $v$ and $u$ are constant. The front is flat and perpendicular to the strip, and it leaves $x=0$ at $t=0$. Nucleation is uniform through the film, begins at $t=0$ and occurs independently at different places and times. A new nucleus is much smaller than $h$, $w$ and $L$, so that it may be treated as a point. All random grains grow at the same speed in all directions. The front counts as blocked at its first contact with a random grain, even if that grain does not yet span the strip; a real front may pass a small grain and leave it behind as an inclusion. Several of these assumptions are relaxed below.

The first step is the probability that a given region of space and time contains no nucleation event. Divide the region into small cells of volume $\delta V$ and duration $\delta t$. One cell contains an event with probability $a=I\,\delta V\,\delta t$, and the cells are independent, so the probability that all are empty is the product of the factors $1-a$. Its logarithm is
\begin{equation}
\ln P_0=\sum_{\rm cells}\ln(1-a)=-\sum_{\rm cells}a+O\!\left(\sum_{\rm cells}a^2\right).
\end{equation}
The sum of $a$ tends to the integral of $I$ over the region. The sum of $a^2$ is $a$ times that finite integral and vanishes as the cells shrink. Hence
\begin{equation}
P_0=\exp\!\left(-\int I\,dV\,dt\right).
\label{poisson}
\end{equation}

Nuclei cannot form in material that a random grain has already crystallized, whereas (\ref{poisson}) treats the region as if they could. The difference does not affect the blocking of the front. Suppose a fictitious nucleus is placed at time $t_1$ inside a grain born at time $t_0$. Its distance from the centre of that grain is at most $u(t_1-t_0)$. At a later time $t$ its own grain extends a further $u(t-t_1)$, so by the triangle inequality every point of it lies within
\begin{equation}
u(t_1-t_0)+u(t-t_1)=u(t-t_0)
\end{equation}
of the older centre. The fictitious grain therefore stays inside the older one and cannot touch the front first. Fictitious nuclei may be admitted, and the simple Poisson law used, without changing the probability of an unblocked run.

Consider now the strip that ends at $L$ at an inert edge. The slice between $x$ and $x+dx$ has volume $hw\,dx$ and stays open to nucleation until the front arrives at $t=x/v$. The expected number of nuclei is
\begin{equation}
N=I h w\int_0^L\frac{x}{v}\,dx=\frac{I h w L^2}{2v}.
\end{equation}
Each such nucleus lies in the path of the front and is met at or before its own position. An unblocked run thus requires that none forms, and (\ref{poisson}) gives (\ref{end}). One factor of $L$ comes from the length of material at risk and the other from the time for which it is at risk. The factor $1/2$ arises because the mean waiting time of the material is half the total time $L/v$.

For a long strip the motion of the grains matters. Let a nucleus form at distance $x_0$ from the seed at time $t_0<x_0/v$. At time $t$ its grain has radius $u(t-t_0)$. The point of the grain nearest to the flat front lies straight in front of the nucleus, at the same position across the width and thickness, so contact does not depend on where in the cross-section the nucleus formed. The front and this point meet when
\begin{equation}
vt=x_0-u(t-t_0).
\end{equation}
Collecting the terms in $t$ gives $(v+u)t=x_0+ut_0$, and the place of contact is
\begin{equation}
x_{\rm m}=vt=\frac{v(x_0+ut_0)}{u+v}.
\label{contact}
\end{equation}
Subtracting $x_0$ shows that
\begin{equation}
x_{\rm m}-x_0=\frac{u(vt_0-x_0)}{u+v}<0,
\end{equation}
since the nucleus formed ahead of the front. Contact occurs on the seed side of the nucleus, and a nucleus born beyond $L$ can therefore cause a contact before $L$.

The nuclei beyond $L$ that do so are found by writing $x_0=L+y$ with $y>0$. The front would reach $L$ at time $L/v$. The grain gets there first if it covers the distance $y$ in the time left to it, $y<u(L/v-t_0)$, or
\begin{equation}
0<t_0<\frac{L}{v}-\frac{y}{u}.
\label{outside}
\end{equation}
This interval is empty for $y>uL/v$, which is the greatest distance beyond $L$ from which a grain can interfere. The expected number of outside blockers is
\begin{equation}
\begin{aligned}
N_{\rm out}&=I h w\int_0^{uL/v}\left(\frac{L}{v}-\frac{y}{u}\right)dy\\
&=I h w\left(\frac{uL^2}{v^2}-\frac{uL^2}{2v^2}\right)
=\frac{u}{v}\,N .
\end{aligned}
\label{nout}
\end{equation}
The inside and outside regions of space-time do not overlap, so their numbers of events are independent and the probabilities multiply:
\begin{equation}
P_{\rm long}=e^{-N}e^{-uN/v},
\end{equation}
which is (\ref{long}). The first factor is the probability described at the start, with nucleation only inside $L$.

``Well beyond $L$'' now has a definite meaning: the strip must extend at least to $L(1+u/v)$. If it extends by a smaller distance $d<uL/v$ beyond the target, the integral in (\ref{nout}) stops at $d$, and the total number of blockers is
\begin{equation}
N_d=I h w\left(\frac{L^2}{2v}+\frac{Ld}{v}-\frac{d^2}{2u}\right).
\end{equation}
At $d=0$ this returns $N$, and at $d=uL/v$ it returns $(1+u/v)N$. For $u\to0$ the interfering distance vanishes and the two strips have the same success probability. For $u=v$ the exponent of the long strip is twice that of the ending strip.

These results were tested by a lattice simulation in which cells nucleate, grains spread to neighbouring cells and the front advances one column per step. Each case used 5000 strips, a target of 60 columns and a nucleation rate that makes $N=1$ for a strip four cells wide. The ending strip succeeded in a fraction 0.365 of the runs, against $e^{-1}=0.368$. Doubling its width gave 0.130, against $e^{-2}=0.135$. Long strips gave 0.217 for $u/v=0.5$ and 0.133 for $u=v$, against 0.223 and 0.135. With nucleation allowed only beyond the target and $u=v$, the fraction was 0.381, against 0.368. Part of this last difference comes from the lattice: growth in whole steps gives $1+2+\dots+59=1770$ blocking combinations of column and step where the continuum area is 1800. The lattice expectation is thus $e^{-1770/1800}=0.374$, and the remaining 0.007 is about one standard error. The two long strips lose the same 30 combinations, which raises their lattice expectations to 0.227 and 0.138; the simulated fractions lie 1.7 and 0.9 standard errors below these values.

Since $L$ in (\ref{long}) is arbitrary, the formula also gives the distribution of the length $\ell$ at which the front of a sufficiently long strip is first blocked:
\begin{equation}
P(\ell>L)=e^{-L^2/\Lambda^2},\qquad
\Lambda^2=\frac{2v}{(1+u/v)I h w}.
\label{lambda}
\end{equation}
The chance of being blocked in the next short interval $dL$, given survival to $L$, is $2L\,dL/\Lambda^2$. It grows with $L$ because material farther from the seed has had longer to nucleate. The mean of a positive quantity is the integral of its survival probability, so
\begin{equation}
\langle\ell\rangle=\int_0^\infty e^{-L^2/\Lambda^2}\,dL
=\frac{\sqrt{\pi}}{2}\,\Lambda .
\end{equation}
At fixed speeds and nucleation rate, the mean length varies as $(hw)^{-1/2}$: a strip four times narrower gives twice the mean length, provided that nucleation at its side walls remains negligible.

As an example, take round parameters in the rough regime of amorphous silicon on oxide, annealed in a furnace at 873 K: $h=100$ nm, $w=200$ nm, $v=0.10$ nm/s, $u=0.05$ nm/s and $I=3.0\times10^{8}$ cm$^{-3}$ s$^{-1}$. The target length is $L=3.0\ \mu$m. In micrometres the nucleation rate is $3.0\times10^{-4}\ \mu$m$^{-3}$ s$^{-1}$, so that
\begin{equation}
I h w=(3.0\times10^{-4})(0.100)(0.200)
=6.0\times10^{-6}\ \mu{\rm m}^{-1}\,{\rm s}^{-1}.
\end{equation}
With $v=1.0\times10^{-4}\ \mu$m/s, the ending strip has
\begin{equation}
N=\frac{(6.0\times10^{-6})(3.0)^2}{2(1.0\times10^{-4})}=0.270,
\qquad P_{\rm end}=0.763 .
\end{equation}
For the long strip $1+u/v=1.5$, which gives 0.405 expected blockers and $P_{\rm long}=0.667$. It must continue for at least $uL/v=1.5\ \mu$m past the target for this value to apply. If the random grains grew as fast as the seeded front, the probability would be 0.583. The anneal takes $L/v=30000$ s, or 8.33 h.

The length scale of the long strip is $\Lambda=4.71\ \mu$m and the mean epitaxial length is $4.18\ \mu$m. A direct sampling of nuclei in 20000 strips, with the contact rule (\ref{contact}) applied to each nucleus, gave a mean of $4.17\ \mu$m and a fraction 0.672 of strips reaching the target. This tests the space-time counting and the distribution, but not the contact rule, which the lattice simulation tests separately.

For a required success probability $P_*$, the permitted width follows from the proportionality of $N$ to $w$. At fixed $h$, $L$, $I$ and speeds, the ending strip may have the width
\begin{equation}
w_*=(200\ {\rm nm})\,\frac{-\ln P_*}{0.270}.
\end{equation}
For $P_*=0.90$ this is 78 nm. Replacing 0.270 by 0.405 gives 52 nm for the long strip. Cutting the strip at the target before the anneal thus relaxes the width requirement by the factor $1+u/v$, if the cut edge does not itself nucleate crystals.

Nucleation usually needs an incubation time, and the lateral front may also start late because it must first grow up through the seed window. Let nucleation begin at $t_{\rm i}$ and lateral growth at $t_{\rm d}\le t_{\rm i}$, and write $s=t_{\rm i}-t_{\rm d}$. Material at $x$ is then exposed for $x/v-s$ if this is positive, and for no time otherwise. For $vs<L$ the inside number becomes
\begin{equation}
I h w\int_{vs}^{L}\left(\frac{x}{v}-s\right)dx
=I h w\,\frac{(L-vs)^2}{2v}.
\end{equation}
For nuclei outside, the time available in (\ref{outside}) is likewise shortened from $L/v$ to $L/v-s$, and the triangular area becomes $u(L/v-s)^2/2=u(L-vs)^2/(2v^2)$. Both numbers are therefore reduced by the same factor,
\begin{equation}
\left(1-\frac{vs}{L}\right)^2 .
\label{lag}
\end{equation}
If $vs\ge L$, the front arrives before any nucleus can form. These statements assume that nucleation switches on sharply at $t_{\rm i}$. A real transient rises gradually, so some nuclei form earlier and the number of blockers does not fall exactly to zero. In the lattice simulation, a long strip with $u/v=0.5$, an incubation of 25 steps and a delay of 10 steps succeeded in a fraction 0.432 of the runs, against 0.430 from (\ref{lag}).

Take an assumed incubation time of 7200 s and a seed-window delay $h/v=1000$ s. This delay assumes that growth up through the window has the lateral speed; on a (100) silicon seed it is usually faster and the delay shorter. With the assumed values $s=6200$ s, $vs=0.62\ \mu$m and the factor is $(1-0.62/3.0)^2=0.63$. The number of blockers in the long strip falls from 0.405 to 0.255, and the success probability rises from 0.667 to 0.775. A gradual onset of Kashchiev's form with the same lag time gives about 0.264 blockers instead of 0.255. A delay without incubation acts the other way: it exposes the whole length for an additional time $t_{\rm d}$ and adds $I h w L t_{\rm d}$ to the inside number $N$. In a long strip the outside number becomes $I h w\,u(L/v+t_{\rm d})^2/2$, which exceeds $u/v$ times the enlarged $N$ by $I h w\,u\,t_{\rm d}^2/2$. In the ending strip this raises 0.270 to 0.288. The lattice simulation of an ending strip with a delay of 10 steps gave 0.255, against 0.264 from this formula.

A tilted front also leaves part of the film exposed for longer. If its arrival at the transverse position $y$ is late by $g(y)/v$, the exposure time is $[x+g(y)]/v$, and integration over the ending strip gives
\begin{equation}
N_{\rm tilt}=\frac{I h w}{v}\left(\frac{L^2}{2}+L\langle g\rangle\right)
=N\left(1+\frac{2\langle g\rangle}{L}\right),
\end{equation}
where $\langle g\rangle$ is the average over the width. A tilt of $45^\circ$, present from the start with its leading edge on the original schedule and with $v$ still the speed along the strip rather than normal to the front, has $\langle g\rangle=w/2$. The correction factor is $1+w/L=1.07$, and $N$ again becomes 0.288. It coincides with the effect of the seed delay because the chosen dimensions satisfy $h=w/2$.

Temperature changes nucleation and growth together. Suppose that $I$ varies as $e^{-E_I/k_{\rm B}T}$ and that $v$ and $u$ both vary as $e^{-E_v/k_{\rm B}T}$, so that $u/v$ stays fixed. By (\ref{lambda}), $\Lambda^2$ is then proportional to $v/I$, and
\begin{equation}
\ln\Lambda=\frac{E_I-E_v}{2k_{\rm B}T}+{\rm const},\qquad
\frac{d\ln\Lambda}{dT}=-\frac{E_I-E_v}{2k_{\rm B}T^2}.
\end{equation}
With the assumed values $E_I=5.0$ eV and $E_v=2.7$ eV, the slope at 873 K is $-0.0175$ K$^{-1}$. For the same target and strip, a furnace running 5 K too hot raises the number of long-strip blockers from 0.405 to 0.482. Cooling by 20 K lowers it to 0.198 and raises the success probability to 0.821, but the anneal lengthens from 8.33 to 19.3 h. The gain depends on $E_I>E_v$; with the opposite order, cooling would shorten the epitaxy.

In furnace-annealed undoped amorphous silicon, lateral epitaxy typically extends over roughly a few micrometres before random crystallization intervenes. The model's mean length of about $4\ \mu$m has this size, but the parameters were chosen in that regime, so the agreement is not a prediction. The nucleation rate $I$ is uncertain, because it depends strongly on how the film was deposited and on its impurities. Ten times the chosen rate would give 4.05 blockers and a long-strip success probability of about 0.02. Real films also break the assumption of uniform nucleation, since the interface with the oxide can be more active than the interior. If a layer 5 nm thick nucleates ten times faster than the rest, the number of blockers is multiplied by
\begin{equation}
1+(10-1)\frac{5}{100}=1.45,
\end{equation}
and the success probability of the long strip falls from 0.667 to 0.556. Finally, the lateral front can slow down as facets and defects develop. If $v$ were half the chosen value throughout, with $u$ unchanged, $N$ would double to 0.54 and $1+u/v$ would rise to 2, leaving a probability of about 0.34.

Side-wall nucleation limits what narrowing can achieve. If the two side walls nucleate at a rate $J$ per unit area and time, $I h w$ in $N$ is replaced by $I h w+2Jh$. The second term does not shrink with $w$, so once the width has fallen to $2J/I$, where the two terms are equal, further narrowing can at most halve the number of blockers. The permitted widths found above hold when $2J/I$ is small compared with them. The numerical output below lists most of the values used here.

\section*{Computed values}
\begin{verbatim}
Lattice ending strip, 4 cells wide: simulated 0.365, formula 0.368
Lattice ending strip, 8 cells wide: simulated 0.130, formula 0.135
Lattice long strip, u/v = 0.5: simulated 0.217, formula 0.223
Lattice long strip, u/v = 1: simulated 0.133, formula 0.135
Lattice outside nuclei only, u/v = 1: simulated 0.381, formula 0.368
Lattice long strip, incubation 25, delay 10 steps: simulated 0.432, formula 0.430
Lattice ending strip, delay 10 steps: simulated 0.255, formula 0.264
Temperature: 873 K
Film thickness h: 100 nm
Strip width w: 200 nm
Target length L: 3.0 um
Seeded front speed v: 0.10 nm/s
Random grain speed u: 0.05 nm/s
Nucleation rate I: 3.0e+08 cm^-3 s^-1
Nucleation rate per strip length I h w: 6.00e-06 um^-1 s^-1
Anneal time L/v: 30000 s = 8.33 h
Mean blockers, ending strip: 0.270
Success probability, ending strip: 0.763
Mean blockers, long strip: 0.405
Success probability, long strip: 0.667
Success probability, sampled long strips: 0.672
Mean blockers, long strip if u = v: 0.540
Success probability, long strip if u = v: 0.583
Length scale Lambda, long strip: 4.71 um
Mean epitaxial length, formula: 4.18 um
Mean epitaxial length, sampled: 4.17 um
Width for 90% success, ending strip: 78 nm
Width for 90% success, long strip: 52 nm
Assumed incubation time: 7200 s
Seed-window delay h/v: 1000 s
Long-strip blockers with incubation and delay: 0.255
Long-strip success with incubation and delay: 0.775
Ending-strip blockers with delay alone: 0.288
Ending-strip blockers with 45 degree front tilt: 0.288
Assumed active interface layer: 5 nm
Assumed nucleation enhancement in layer: 10 times
Blocker count factor from active layer: 1.45
Long-strip success with active layer: 0.556
Assumed growth activation energy: 2.7 eV
Assumed nucleation activation energy: 5.0 eV
Slope d ln(Lambda)/dT: -0.0175 K^-1
Long-strip blockers at 5 K higher temperature: 0.482
Long-strip blockers at 20 K lower temperature: 0.198
Long-strip success at 20 K lower temperature: 0.821
Anneal time at 20 K lower temperature: 19.3 h
\end{verbatim}
